# The Kong-Liu Reweighting Threshold in Stochastic Self-Consistent Phonon Calculations

## Definitions and conventions

Hartree atomic units are used, with $\beta = 1/k_BT$. A supercell has $N_c$ cells. The vector $u$ holds the $n$ nuclear coordinates left after the three rigid translations are removed. A trial harmonic Hamiltonian is fixed by a centroid $R$ and a positive force-constant matrix $\Phi$. With the mass matrix $M$, the matrix $D = M^{-1/2}\Phi M^{-1/2}$ has eigenvalues $\omega_\mu^2$ and eigenvectors $e_\mu$.

The thermal density of one mode follows from $K(x,x';\beta)=\langle x|e^{-\beta H}|x'\rangle$, which obeys $\partial_\beta K = \tfrac12\partial_x^2K-\tfrac12\omega^2x^2K$. Inserting $K=\exp[-\tfrac12A(x^2+x'^2)+Bxx'+C]$ and matching the powers $x^2$, $xx'$, $x'^2$ gives $A'=\omega^2-A^2$, $B'=-AB$, $A'=-B^2$. These are solved by $A=\omega\coth\beta\omega$, $B=\omega/\sinh\beta\omega$, for which $K$ tends to $\delta(x-x')$ as $\beta\to0$. On the diagonal the exponent is $-(A-B)x^2=-\omega\tanh(\beta\omega/2)\,x^2$. The trial density $\rho(u)$ is therefore a Gaussian centred on $R$, with covariance

$$\Psi=M^{-1/2}\Big[\sum_\mu a^2(\omega_\mu)\,e_\mu e_\mu^T\Big]M^{-1/2},\qquad a^2(\omega)=\frac{\coth(\beta\omega/2)}{2\omega},\qquad \Upsilon=\Psi^{-1}.\tag{1}$$

The self-consistent matrix makes the trial free energy $F=F_{\rm h}[\Phi]+\langle V\rangle-\tfrac12{\rm Tr}\,\Phi\Psi$ stationary. First-order perturbation theory gives $\delta F_{\rm h}=\tfrac12{\rm Tr}\,\Psi\,\delta\Phi$, which cancels the $\delta\Phi$ part of the last term. The Fourier transform of $\rho$ contains $e^{-k^T\Psi k/2}$, so $\delta\rho=\tfrac12\sum_{ab}\delta\Psi_{ab}\,\partial_a\partial_b\rho$, and two integrations by parts give $\delta\langle V\rangle=\tfrac12{\rm Tr}\langle\nabla\nabla V\rangle\delta\Psi$. Hence $\delta F=\tfrac12{\rm Tr}[(\langle\nabla\nabla V\rangle-\Phi)\,\delta\Psi]$, and the condition is $\Phi=\langle\nabla\nabla V\rangle$.

Index 0 marks the density from which $N$ independent configurations $u_I$ were drawn, index 1 the current trial density, and $E_0$, $E_1$ the averages over them. For an observable $O$ with target $\mu=E_1[O]$,

$$w=\frac{\rho_1}{\rho_0},\qquad \bar O=\frac{\sum_Iw_IO_I}{\sum_Iw_I},\qquad \hat N_{\rm eff}=\frac{(\sum_Iw_I)^2}{\sum_Iw_I^2}.\tag{2}$$

## What the setting controls

Energies and forces are computed once on the ensemble. The trial matrix is then updated with averages $\bar O$, which need no new electronic-structure calculation. After each update the Kong-Liu ratio $\hat N_{\rm eff}/N$ is evaluated, and a new ensemble is drawn when it falls below a threshold $\eta$. The setting is $\eta$, and its meaning depends on $N$ and $N_c$.

## Origin of the ratio

Subtracting $\mu$ in (2) gives $\bar O-\mu=[N^{-1}\sum w(O-\mu)]/[N^{-1}\sum w]$. The denominator tends to $E_0[w]=\int\rho_1=1$. Each numerator term has mean $E_0[w(O-\mu)]=E_1[O-\mu]=0$, and the terms are independent. To leading order in $1/N$, provided the average exists, the mean square error obeys

$$N\cdot{\rm MSE}\to E_0[w^2(O-\mu)^2]=E_1[w(O-\mu)^2]=E_1[w]\,{\rm Var}_1O+{\rm Cov}_1\big(w,(O-\mu)^2\big),\tag{3}$$

with $E_1[w]=E_0[w^2]$. A direct sample of size $N'$ from $\rho_1$ has mean square error ${\rm Var}_1O/N'$. The Kong-Liu approximation drops the covariance in (3) and equates the two errors:

$$N_{\rm eff}=\frac{N}{E_0[w^2]}\equiv Ne^{-D_2}.\tag{4}$$

Writing $1/E_0[w^2]=E_0[w]^2/E_0[w^2]$ and replacing both averages by sample means yields $\hat N_{\rm eff}$ of (2). The sample form is bounded: $(\sum w)^2\le N\sum w^2$ by Cauchy-Schwarz and $(\sum w)^2\ge\sum w^2$ because $w>0$, so $1\le\hat N_{\rm eff}\le N$.

## Closed form for Gaussian densities

Factor $\Psi_0=CC^T$, with the free rotation in $C$ chosen so that $C^{-1}\Psi_1C^{-T}={\rm diag}(\lambda_i)$. The $\lambda_i$ are the eigenvalues of $\Upsilon_0\Psi_1=C^{-T}(C^{-1}\Psi_1C^{-T})C^T$; the two covariances need not commute. In $z=C^{-1}(u-R_0)$ the old density has unit variances and the new one has variances $\lambda_i$ and mean $d=C^{-1}\delta$, $\delta=R_1-R_0$. The integral $E_0[w^2]=\int\rho_1^2/\rho_0$ factorizes, and one factor has the integrand

$$\frac{1}{\sqrt{2\pi}\,\lambda}\exp\Big[-\frac{(z-d)^2}{\lambda}+\frac{z^2}{2}\Big]=\frac{1}{\sqrt{2\pi}\,\lambda}\exp\Big[-\frac{z^2}{2\tau}+\frac{2d}{\lambda}z-\frac{d^2}{\lambda}\Big],\qquad \tau=\frac{\lambda}{2-\lambda}.$$

It converges if and only if $\tau>0$, that is $\lambda<2$. With $\int e^{-z^2/2\tau+jz}dz=\sqrt{2\pi\tau}\,e^{\tau j^2/2}$ and $j=2d/\lambda$, the prefactor becomes $\sqrt\tau/\lambda=[\lambda(2-\lambda)]^{-1/2}$ and the exponent $2d^2/[\lambda(2-\lambda)]-d^2/\lambda=d^2/(2-\lambda)$. Since $\lambda(2-\lambda)=1-(1-\lambda)^2$ and $2\Psi_0-\Psi_1=C\,{\rm diag}(2-\lambda_i)\,C^T$,

$$D_2=-\tfrac12\sum_i\ln\big[1-(1-\lambda_i)^2\big]+\delta^T(2\Psi_0-\Psi_1)^{-1}\delta.\tag{5}$$

Every term is non-negative. If one direction widens to twice its old variance, the weights have infinite variance and (4) has no meaning. For $\delta=0$, assumed from here unless stated, the integrand of $E_0[w^k]$ has prefactor $\lambda^{-k/2}$ and inverse variance $k/\lambda-(k-1)$, so

$$\ln E_0[w^k]=-\tfrac12\sum_i\big\{(k-1)\ln\lambda_i+\ln[k-(k-1)\lambda_i]\big\}\approx\tfrac14k(k-1)\sum_i\epsilon_i^2,\tag{6}$$

where $\epsilon=\lambda-1$ and the last form comes from expanding both logarithms to second order, the linear terms cancelling. Thus $D_2\approx\tfrac12\sum\epsilon_i^2$ for a small step, and the fourth moment exists for $\lambda<4/3$.

## What the approximation drops

The density $\tilde\rho=\rho_1^2/(\rho_0E_0[w^2])$ is normalized and Gaussian, with variances $\tau_i$ in $z$, or covariance $T=(2\Upsilon_1-\Upsilon_0)^{-1}$ in $u$. Equation (3) then reads $N\cdot{\rm MSE}\to e^{D_2}R_O{\rm Var}_1O$ with $R_O=\tilde E[(O-\mu)^2]/{\rm Var}_1O$, and the efficiency for $O$ is $e^{-D_2}/R_O$. Take $O=u^TKu$, measured from the centroid. Under a Gaussian of covariance $S$ it equals $\sum_j\kappa_jy_j^2$, with $\kappa_j$ the eigenvalues of $S^{1/2}KS^{1/2}$ and $y_j$ independent unit normals, for which ${\rm Var}\,y^2=2$. Its mean is ${\rm Tr}\,KS$ and its variance $2{\rm Tr}(KS)^2$. Variance plus squared shift of the mean gives

$$R_O=\frac{2{\rm Tr}(KT)^2+[{\rm Tr}\,K(T-\Psi_1)]^2}{2{\rm Tr}(K\Psi_1)^2}.\tag{7}$$

For $O=\sum z_i^2$ over $m$ directions sharing one $\lambda$, use $\tau/\lambda=1/(2-\lambda)$ and $\tau-\lambda=\lambda\epsilon/(2-\lambda)$:

$$R_O=\frac{1+m\epsilon^2/2}{(2-\lambda)^2}.\tag{8}$$

One slightly narrowed mode has $R_O<1$, and (4) understates the efficiency. The average of $z_i^2$ over all modes has $m\propto N_c$, and (4) overstates its efficiency by a factor linear in $N_c$ at fixed $\epsilon$. The variance ${\rm Var}_1O$ of this average falls as $1/N_c$, so $R_O{\rm Var}_1O$ tends to a constant: at fixed step the self-averaging of a large cell is lost. The bond average of the worked example behaves in the same way. The mean square displacement has other powers: at $T>0$ long acoustic waves give ${\rm Tr}\,\Psi_1^2\propto\sum_q q^{-4}\propto N_c^{4/3}$ in three dimensions, so its variance falls only as $N_c^{-2/3}$ and its $R_O$ grows as $N_c^{2/3}$. For a small step and any quadratic $O$, with $K'=C^TKC$, the first term of (7) is $1+O(\epsilon)$ and the second is $(\sum_iK'_{ii}\epsilon_i)^2/(2\sum_{ij}K'^2_{ij})\le\tfrac12\sum\epsilon_i^2$ by Cauchy-Schwarz. When the largest $|\epsilon_i|$ tends to zero at fixed $D_2$, which requires many modes to share the step, the $O(\epsilon)$ correction vanishes and $1\le R_O\le1+D_2$. With few modes that correction dominates the second term, and $R_O$ can fall outside these limits.

## Dependence on system size

Let both trial matrices be lattice-periodic and the same per cell for every supercell. The unitary lattice Fourier transform then brings $\Upsilon_0\Psi_1$ into $N_c$ blocks $\Lambda(q)=\Upsilon_0(q)\Psi_1(q)$, whose eigenvalues together are the $\lambda_i$. Equation (5) becomes a sum over the commensurate wavevectors,

$$D_2=\sum_qG(q),\qquad G(q)=-\tfrac12\ln\det[\Lambda(q)(2-\Lambda(q))].\tag{9}$$

Suppose the eigenvalues of $\Lambda$ stay in a closed interval inside $(0,2)$, so that $G$ is bounded. Acoustic modes do not spoil this by themselves: as $q\to0$ at $T>0$, $a^2\to1/\beta\omega^2$, the acoustic block tends to $\Phi_0(q)\Phi_1(q)^{-1}$, the factors $q^2$ cancel, and the limit depends on direction alone. If $G$ is also continuous away from $q=0$, (9) is a Riemann sum, and

$$D_2=N_c\gamma+o(N_c),\qquad \gamma=\langle G\rangle_{\rm zone},\qquad N_{\rm eff}/N=e^{-N_c\gamma+o(N_c)}.\tag{10}$$

As $G\ge0$ with equality at $\Lambda=1$, the rate $\gamma$ is positive when $\Lambda\ne1$ on a finite fraction of the zone. The factor $R_O$, which for the averages discussed above grows no faster than linearly in $N_c$, leaves the exponent unchanged. A centroid shift repeated in every cell lies at $q=0$ with $|\delta|^2\propto N_c$, and by (5) adds a constant to $\gamma$.

The exponential law belongs to an extensive change. Stiffen one bond by $\Delta k$, with stretch $x=p^Tu$. In the classical limit $\Upsilon=\beta\Phi$, so $\Upsilon_1=\Upsilon_0+\beta\Delta k\,pp^T$, and $C^T\Upsilon_1C$ differs from unity by a matrix of rank one. A single eigenvalue moves, $\lambda=1/(1+\beta\Delta k\,E_0[x^2])$, and $D_2$ has a finite limit as $N_c$ grows. With quantum widths the change is not of rank one; the example treats that case numerically.

## Temperature and step length

Differentiating (1) with $d\ln\coth y/dy=-2/\sinh2y$ and $y=\beta\omega/2$ gives

$$\frac{d\ln a^2}{d\ln\omega}=-\Big(1+\frac{\beta\omega}{\sinh\beta\omega}\Big),\tag{11}$$

which runs from $-1$ at $T=0$ to $-2$ in the classical limit. For $\omega\to s\omega$ in all modes, $\lambda=1/s$ at $T=0$ and $1/s^2$ classically, so the divergence lies at $s=1/2$ and $s=1/\sqrt2$. Since $D_2\propto\epsilon^2$, the classical rate is four times the ground-state rate as $s\to1$. At $s=1.05$, (5) gives $0.001135$ and $0.004341$ per mode, a ratio of $3.82$.

Along a path $\Phi(\kappa)$ the small-step form of (6) gives $\gamma\approx c\,\Delta\kappa^2$, because $\sum\epsilon_i^2={\rm Tr}(\Upsilon_0\Psi_1-1)^2$. Let $x_i=\omega_i^2$ and $f_i=a^2(\omega_i)$ in one block. Perturbation theory gives $\delta x_i=\delta D_{ii}$ and $\delta e_i=\sum_{j\ne i}e_j\,\delta D_{ji}/(x_i-x_j)$. Varying $\sum_if_ie_ie_i^T$ yields the off-diagonal element $f_i\,\delta D_{ij}/(x_i-x_j)+f_j\,\delta D_{ij}/(x_j-x_i)$ and the diagonal element $f'(x_i)\,\delta D_{ii}$. The masses cancel in the trace, and

$$c=\frac12\Big\langle\sum_{ij}\frac{|\partial_\kappa D_{ij}|^2}{f_if_j}\Big(\frac{f_i-f_j}{x_i-x_j}\Big)^2\Big\rangle_{\rm zone},\tag{12}$$

with the quotient read as $f'$, from (11), for equal $x$. The condition $D_2\le\ln(1/\eta)$ fixes the reach of one ensemble. Each ensemble covers a length $\sqrt{c}\,\Delta\kappa=\sqrt{\ln(1/\eta)/N_c}$, so dividing the path length by it counts the ensembles:

$$\Delta\kappa_{\max}\approx\sqrt{\frac{\ln(1/\eta)}{cN_c}},\qquad n_{\rm ens}\approx\ell\sqrt{\frac{N_c}{\ln(1/\eta)}},\qquad \ell=\int\!\sqrt c\,d\kappa.\tag{13}$$

Both hold to leading order in the step. Redrawing turns an exponential cost into one growing as $\sqrt{N_c}$ in the number of ensembles.

## When the monitored ratio misleads

The program sees $\hat N_{\rm eff}$, not $Ne^{-D_2}$. For $N<e^{D_2}$ the bound $\hat N_{\rm eff}\ge1$ already exceeds $Ne^{-D_2}$. The overestimate begins earlier. Let $\mathcal L=\ln(\tilde\rho/\rho_0)=\sum_i[\tfrac12(1-1/\tau_i)z_i^2-\tfrac12\ln\tau_i]$. Under $\tilde\rho$, where $z_i^2$ has mean $\tau_i$ and variance $2\tau_i^2$, its mean and variance are

$$\tilde K=\tfrac12\sum_i(\tau_i-1-\ln\tau_i),\qquad \sigma^2=\tfrac12\sum_i(\tau_i-1)^2,\tag{14}$$

both proportional to $N_c$ for a periodic change. For a small step $\tau-1\approx2\epsilon$, so $\tilde K\approx\tfrac14\sum(2\epsilon)^2=2D_2$. Take the region $A=\{\mathcal L>\tilde K-t\}$. By Chebyshev's inequality it holds at least a fraction $1-\sigma^2/t^2$ of $\tilde\rho$, which is the same fraction of $E_0[w^2]$. Its probability under the sampling density is $\tilde E[1_Ae^{-\mathcal L}]\le e^{-\tilde K+t}$, so the chance that any of $N$ draws enters $A$ is at most $Ne^{-\tilde K+t}$. With $t$ a few times $\sigma\propto\sqrt{N_c}$ and $N\ll e^{\tilde K-t}$, the sample mean of $w^2$ comes from outside $A$, where its expectation is at most $(\sigma^2/t^2)\,e^{D_2}$. The sample mean of $w$ has variance $(e^{D_2}-1)/N$ and is near 1 for $N\gg e^{D_2}$. In the window $e^{D_2}\ll N\ll e^{\tilde K-t}$ the ratio is therefore too high with high probability. For a small step $\sigma^2\approx\tfrac12\sum(2\epsilon)^2=4D_2$, so with $t=j\sigma$ the window is non-empty only when $D_2>2j\sqrt{D_2}$, that is $D_2>4j^2$. The argument is asymptotic in $D_2$ and says nothing about moderate values. A guide to the ensemble size needed comes from (6): the sample mean of $w^2$ has relative variance $\{E_0[w^4]/E_0[w^2]^2-1\}/N\approx(e^{4D_2}-1)/N$, since $6D_2-2D_2=4D_2$ for a small step. At finite $\epsilon$ the coefficient 4 changes: for modes sharing one $\lambda$, (6) gives 3.4 at $\lambda=0.908$ and 4.9 at $\lambda=1.092$, so softening needs the larger ensemble.

## Worked example

The model is an fcc crystal with round parameters: $M=40000\,m_e$, first-neighbour bond energy $k_1x^2/2+gx^4/4$ and second-neighbour energy $k_2x^2/2$, with $x$ the relative displacement projected on the bond direction $\hat n$; $k_1=0.010$ and $k_2=0.002$ Ha/bohr², $g=0.010$ Ha/bohr⁴, $T=300$ K, $k_BT=9.500\times10^{-4}$ Ha. It leaves out cubic terms, thermal expansion and the nonlinear geometry of bond lengths. The potential is even, so $\delta=0$. The trial matrix is $\Phi(q)=\kappa K_1(q)+k_2K_2(q)$, with $K_s(q)=\sum\hat n\hat n^T(1-\cos q\cdot r)$ over the 12 or 6 neighbours $r$ of shell $s$. The bond curvature is $k_1+3gx^2$, so self-consistency reads $\kappa^*=k_1+3g\langle x^2\rangle$, where $\langle x^2\rangle=\langle{\rm Tr}\,K_1\Psi\rangle_{\rm zone}/6$ for six bonds per atom. On a $20^3$ grid offset by half a spacing, $\langle x^2\rangle=0.04653$ bohr² at $\kappa=k_1$, and root finding gives $\kappa^*=0.010+3(0.010)(0.04220)=0.011266$ Ha/bohr². The highest frequency on the $8^3$ grid rises from $1.483\times10^{-3}$ to $1.566\times10^{-3}$ Ha (325.5 to 343.8 cm⁻¹).

The ensemble is drawn at $k_1$ and reweighted to this $\kappa^*$ in $L^3$ supercells. On an offset $40^3$ grid $\lambda$ lies between $0.889$ and $0.934$, with mean $0.9078$. Three modes at the mean give $-\tfrac32\ln(1-0.0922^2)=0.0128$ per cell. The difference of the sums (9) on offset $40^3$ and $24^3$ grids, divided by the difference in points, gives $\gamma=0.012913$, one factor $e$ per 77.4 cells. The table comes from diagonalizing the $3\times3$ blocks, with $b=D_2-N_c\gamma$ and $R$ from (7) for the bond average of $x^2$.

| $L$ | $N_c$ | $D_2$ | $b$ | $e^{-D_2}$ | $R$ |
|---|---|---|---|---|---|
| 4 | 64 | 0.809 | −0.0173 | 0.445 | 1.506 |
| 6 | 216 | 2.773 | −0.0163 | 0.0625 | 3.13 |
| 8 | 512 | 6.595 | −0.0160 | $1.37\times10^{-3}$ | 6.29 |
| 10 | 1000 | 12.897 | −0.0159 | $2.5\times10^{-6}$ | 11.5 |
| 16 | 4096 | 52.876 | −0.0158 | $1.1\times10^{-23}$ | 44.6 |

For $L=8$, $512\times0.012913-0.016=6.595$. In this model the remainder settles to a constant, a stronger behaviour than (10) states. Its sign and its size, which lies within the range $0.0123$ to $0.0162$ that $G(q)$ takes with direction as $q\to0$, suggest the three modes removed at $q=0$ as its source; that reading is a conjecture. The slope of $R$ between $L=8$ and 16 is $0.01068$ per cell, and (8) at the mean $\lambda$ gives $3(0.0922)^2/[2(1.0922)^2]=0.0107$. A single bond stiffened by $0.005$ Ha/bohr² gives $D_2=0.01351$, $0.01373$, $0.01382$ for $L=4,5,6$, from (5) evaluated with the full real-space matrices: no growth proportional to $N_c$.

The two covariances nearly commute here: the norm of $[\Psi_0,\Psi_1]$ relative to that of $\Psi_0(\Psi_1-\Psi_0)$ is $0.003$ and $0.004$ at $L=5,6$. At $L=4$ it vanishes. There $q=(2\pi/a)(h,k,l)/4$ with $h,k,l$ of equal parity, $K_2$ is diagonal with entries $2[1-\cos(\pi h/2)]$, and $K_{1,xy}\propto\sin(\pi h/4)\sin(\pi k/4)$. Odd indices make $K_2$ a multiple of unity, and even ones give a nonzero $K_{1,xy}$ when $h,k\equiv2$ modulo 4, where the two entries of $K_2$ agree.

At $L=4$ the bond average has $\mu=0.04157$ bohr², below the offset-grid value $0.04220$ by a finite-size difference, and ${\rm Var}_1O=1.857\times10^{-5}$ bohr⁴. The Kong-Liu estimate of $N\cdot{\rm MSE}$ is $1.857\times10^{-5}/0.4452=4.17\times10^{-5}$ bohr⁴, and the factor $1.506$ raises it to $6.28\times10^{-5}$. Monte Carlo sampling of 800 ensembles with $N=400$ gives $6.25\times10^{-5}$, with a relative noise of $\sqrt{2/800}=5\%$. At a fixed target density, the error of one such ensemble in the updated spring $k_1+3g\bar O$ is $3g\sqrt{6.28\times10^{-5}/400}=1.2\times10^{-5}$ Ha/bohr², about 1% of $\kappa^*-k_1$. This figure belongs to the estimator $k_1+3g\bar O$, which uses the known bond curvature; an estimate of $\langle\nabla\nabla V\rangle$ from forces and displacements is quartic in $u$ for this potential, and (7) does not give its variance.

The median of $\hat N_{\rm eff}$ over 20 sampled ensembles with $N=1000$ compares as follows.

| $L$ | median $\hat N_{\rm eff}$ | $Ne^{-D_2}$ | $e^{\tilde K}$ |
|---|---|---|---|
| 4 | 454 | 445 | 4.6 |
| 6 | 90 | 62.5 | 185 |
| 8 | 19 | 1.37 | $2.5\times10^5$ |
| 10 | 8 | 0.0025 | $3.5\times10^{10}$ |

Per cell $\tilde K=0.02432$, which is $1.88\gamma$. These medians carry sampling noise of their own: at $L=6$ medians of other sets of 20 ensembles range from about 80 to 117. There the median is already roughly half again as large as $Ne^{-D_2}$ although $N$ exceeds $e^{\tilde K}$ fivefold, so $N>e^{\tilde K}$ is not sufficient at this size. At $L=10$ the monitor reports about eight useful configurations where the asymptotic formula gives far less than one.

Equation (12) on the offset $20^3$ grid gives $c=9957$ bohr⁴/Ha² at $k_1$, and four-point Gauss-Legendre quadrature gives $\ell=0.1191$. With $\eta=0.5$ and $L=8$, (13) gives $\Delta\kappa_{\max}=\sqrt{0.6931/(9957\times512)}=3.69\times10^{-4}$ Ha/bohr², against $3.82\times10^{-4}$ from solving $D_2=\ln2$ with (9). The solved step exceeds the law by 11%, 3.6% and 1.9% of the law's value at $L=4,8,12$, shrinking with the step. Solving for the step anew at each redraw until $\kappa^*$ is passed takes 2, 4 and 6 ensembles, while (13) gives 1.14, 3.24 and 5.94 before rounding up.

## Choosing the threshold

The threshold is a budget on $D_2$, namely $\ln(1/\eta)$. By (13) the number of ensembles varies as $[\ln(1/\eta)]^{-1/2}$, while the surviving fraction varies as $\eta$. At fixed final accuracy $N\propto1/\eta$ in the Kong-Liu approximation, so the cost along a long path goes as $1/[\eta\sqrt{\ln(1/\eta)}]$. Setting the derivative of $y-\tfrac12\ln y$ to zero, with $y=\ln(1/\eta)$, gives $y=\tfrac12$, or $\eta=e^{-1/2}\approx0.6$, within the small-step regime and with $R_O$ ignored. Going from $\eta=0.5$ to $0.1$ saves a factor $\sqrt{\ln10/\ln2}=1.8$ in ensembles and loses a factor 5 in $N_{\rm eff}$.

The ensemble must be large enough for the monitor itself. The sample means of $w$ and $w^2$ fluctuate together, with covariance $(E_0[w^3]-E_0[w^2])/N$, and (6) gives $E_0[w^3]\approx e^{3D_2}$ for a small step. To leading order in $1/N$ the relative noise of $\hat N_{\rm eff}$ at the threshold is then $\sqrt{(\eta^{-4}-4\eta^{-2}+4\eta^{-1}-1)/N}$: $\sqrt{7/N}$ at $\eta=0.5$ and $98/\sqrt N$ at $\eta=0.1$, the latter meaningful only for $N$ well above $10^4$. Finite $\epsilon$ changes both values. For 189 modes sharing one $\lambda$, the moments (6) without the small-step form give $1.8/\sqrt N$ for stiffening and $4.2/\sqrt N$ for softening at $\eta=0.5$, and $32/\sqrt N$ and $940/\sqrt N$ at $\eta=0.1$, again to leading order in $1/N$. In the limit where many modes share the step and every $|\epsilon_i|$ tends to zero, error bars on quadratic averages taken from $N_{\rm eff}$ should allow for a variance larger by up to $1+\ln(1/\eta)$, which is 1.7 at $\eta=0.5$. In a finite cell softening can exceed this limit: for 189 modes sharing one $\lambda$, as many as the $L=4$ cell has, (8) gives 2.0 for softening and 1.4 for stiffening at the same $\eta$. A budget spent on few modes can exceed this limit by far: one direction widened to $D_2=\ln2$ has $\epsilon=\sqrt3/2$, and (8) with $m=1$ gives $R_O\approx77$.

When the supercell grows, $\eta$ can stay as it is, but any fixed limit on the update of $\Phi$ per cell should shrink as $N_c^{-1/2}$. A small relative frequency step uses about four times as much of the budget when the modes are classical as when they are in their ground state. The ratio of the two values of $\epsilon$ is $1+1/s$, so the factor is below four for stiffening and above four for softening. Softening steps need a separate watch on the largest $\lambda$: above $4/3$ the sampled second moment has infinite variance, and above 2 the ratio has no positive limit, though every finite sample still returns a value of at least $1/N$. Equation (5) needs only the two trial matrices and centroids, the masses and the temperature, so it can be evaluated without sampling noise and compared with the sampled ratio. Sampled values from independent ensembles that all lie above $e^{-D_2}$, with a median many times larger, as at $L=8$ and 10 in the worked example, indicate that each ensemble holds too few of the configurations that carry the large weights. The comparison should be read as a ratio and not in standard deviations: in those two cases the standard deviation of $\hat N_{\rm eff}$ between ensembles is about 12 and 5, and the excess of the median is only about 1.4 and 1.3 times that scatter. The leading-order noise formula above is no guide there either: in those two cases it gives a noise far larger than the excess itself, and the warning would be missed.
